# Magnetic-Dipole Decay of Ar¹³⁺ and the Electron's Anomalous Magnetic Moment

## Problem

The ion Ar¹³⁺ has the configuration $1s^22s^22p$. Its level ${}^2P_{3/2}$ decays to ${}^2P_{1/2}$ by emitting a photon. As an input of the problem, take its vacuum wavelength to be $\lambda = 441$ nm. Use Hartree atomic units, $c = 1/\alpha$, $\mu_B = 1/2$, and write the electron $g$ factor as $g_s = 2(1+a)$.

(a) Derive the magnetic-dipole (M1) emission rate in terms of the matrix element of the magnetic moment.

(b) At fixed transition frequency $\omega$ and to leading order in $Z\alpha$, find the factor by which $a$ changes the rate, and find the rate. Which parts survive configuration mixing and a breakdown of $LS$ coupling?

(c) Compute the lifetime with and without $a$, and the uncertainty from rounding $\lambda$ to three figures.

(d) For one electron in Dirac–Coulomb orbitals, find the leading relativistic correction to the M1 rate and the electric-quadrupole (E2) rate.

(e) Give the corrected lifetime and compare it with the measured value, roughly 9.6 ms.

## Solution

### (a) The M1 rate

With $4\pi\varepsilon_0 = 1$, the vector potential of a mode $(\mathbf k,\boldsymbol\epsilon)$ in a volume $V$ has the amplitude $\sqrt{1/(2\varepsilon_0\omega V)} = \sqrt{2\pi/(\omega V)}$. The number of modes per unit frequency is $Vk^2\,dk\,d\Omega/[(2\pi)^3d\omega] = V\omega^2d\Omega/(2\pi c)^3$. An electron of charge $-1$ couples through $c\,\boldsymbol\alpha\cdot\mathbf A$. The golden rule gives, for real $\boldsymbol\epsilon$,

$$A = 2\pi\,\frac{2\pi}{\omega V}\,\frac{V\omega^2}{(2\pi c)^3}\int d\Omega\sum_{\epsilon,f}|M|^2 = \frac{\omega}{2\pi c^3}\int d\Omega\sum_{\epsilon,f}|M|^2,\qquad M = \langle f|c\,\boldsymbol\alpha\cdot\boldsymbol\epsilon\,e^{-i\mathbf k\cdot\mathbf r}|i\rangle .$$

The ion is far smaller than $\lambda$, so $e^{-i\mathbf k\cdot\mathbf r}\approx 1 - i\mathbf k\cdot\mathbf r$. The term 1 vanishes because $\boldsymbol\alpha$ is odd under parity and both levels have the same parity. The next term is split using $(\mathbf k\times\boldsymbol\epsilon)\cdot(\mathbf r\times\boldsymbol\alpha) = (\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\boldsymbol\alpha) - (\mathbf k\cdot\boldsymbol\alpha)(\boldsymbol\epsilon\cdot\mathbf r)$:

$$(\boldsymbol\epsilon\cdot\boldsymbol\alpha)(\mathbf k\cdot\mathbf r) = \tfrac12(\mathbf k\times\boldsymbol\epsilon)\cdot(\mathbf r\times\boldsymbol\alpha) + \tfrac12\left[(\boldsymbol\epsilon\cdot\boldsymbol\alpha)(\mathbf k\cdot\mathbf r) + (\mathbf k\cdot\boldsymbol\alpha)(\boldsymbol\epsilon\cdot\mathbf r)\right].$$

The second piece is the E2 amplitude of part (d). The first gives $M = -i\mu_B(\mathbf k\times\boldsymbol\epsilon)\cdot\langle c\,\mathbf r\times\boldsymbol\alpha\rangle$, which is $-\boldsymbol\mu\cdot\mathbf B$ with $\mathbf B = \nabla\times(\boldsymbol\epsilon e^{-i\mathbf k\cdot\mathbf r})\approx -i\mathbf k\times\boldsymbol\epsilon$. The anomaly enters as the Pauli term $a\mu_B\beta\boldsymbol\Sigma\cdot\mathbf B$, which for a slow electron adds $2a\mu_B\mathbf S\cdot\mathbf B$ and so defines $g_s = 2(1+a)$. The moment operator is

$$\boldsymbol\mu = -\mu_B\left(c\,\mathbf r\times\boldsymbol\alpha + a\beta\boldsymbol\Sigma\right)\;\to\;-\mu_B(\mathbf L + g_s\mathbf S).$$

The arrow is the nonrelativistic limit, confirmed for this transition in (d).

The two vectors $\hat{\mathbf k}\times\boldsymbol\epsilon$ are orthonormal and transverse, so $\sum_\epsilon|\boldsymbol\mu\cdot(\hat{\mathbf k}\times\boldsymbol\epsilon)|^2 = |\boldsymbol\mu|^2 - |\hat{\mathbf k}\cdot\boldsymbol\mu|^2$. With $\int\hat k_i\hat k_j\,d\Omega = (4\pi/3)\delta_{ij}$ the integral is $(8\pi/3)|\boldsymbol\mu|^2$, and with $k = \omega/c$

$$A_{M1} = \frac{\omega}{2\pi c^3}\,\frac{\omega^2}{c^2}\,\frac{8\pi}{3}\sum_f|\boldsymbol\mu_{fi}|^2 = \frac{4\omega^3}{3c^5}\sum_f|\boldsymbol\mu_{fi}|^2 .$$

### (b) The anomaly factor and the rate

With $\mathbf J = \mathbf L+\mathbf S$,

$$\mathbf L + g_s\mathbf S = \mathbf J + (1+2a)\,\mathbf S .$$

Since $[H,\mathbf J] = 0$, we have $0 = \langle f|[H,\mathbf J]|i\rangle = (E_f-E_i)\langle f|\mathbf J|i\rangle$, so $\mathbf J$ has no matrix element between the two levels. The amplitude is $(1+2a)\langle f|\mathbf S|i\rangle$, and the rate is multiplied by

$$(1+2a)^2 = 1 + 4a + 4a^2 .$$

The factor $1+4a$ is the first order of this. The amplitude is proportional to $g_s-1$ and not to $g_s$: at $g_s = 1$ the moment would be proportional to $\mathbf J$ and the line would vanish at this order. The statement holds at fixed $\omega$. The splitting itself depends on $a$, but that dependence is already contained in the given wavelength.

For one $p$ electron write $|m_l\,m_s\rangle$. Both levels share the radial function at leading order. The top state is $|\tfrac32,\tfrac32\rangle = |1\uparrow\rangle$. Lowering gives $J_-|1\uparrow\rangle = \sqrt2|0\uparrow\rangle + |1\downarrow\rangle$, and the state with the same $M$ orthogonal to it is $|\tfrac12,\tfrac12\rangle = \sqrt{2/3}\,|1\downarrow\rangle - \sqrt{1/3}\,|0\uparrow\rangle$. From $S_x = (S_++S_-)/2$ and $S_y = (S_+-S_-)/2i$ follows $|\langle\mathbf S\rangle|^2 = |\langle S_z\rangle|^2 + \tfrac12|\langle S_+\rangle|^2 + \tfrac12|\langle S_-\rangle|^2$. On $|1\uparrow\rangle$, $S_+$ gives zero, $S_z$ returns a state with $M = 3/2$ that the doublet does not contain, and $S_-$ gives $|1\downarrow\rangle$. Hence

$$\sum_f|\langle f|\mathbf S|i\rangle|^2 = \tfrac12\cdot\tfrac23 = \tfrac13 .$$

The sum equals $\langle i|\sum_kS_k\Pi S_k|i\rangle$, where $\Pi$ projects on the doublet. This operator is rotationally invariant, so on the four states of $J = 3/2$ it is a multiple of the identity, and $1/3$ holds for every initial state. The line strength, summed over the four initial states, is $\tfrac43(1+2a)^2\mu_B^2$, and

$$A_{M1} = \frac{4\omega^3}{3c^5}\cdot\frac14\cdot\frac{(1+2a)^2}{3} = \frac{\alpha^5\omega^3}{9}(1+2a)^2 .$$

For five electrons $\mathbf L$ and $\mathbf S$ are the total operators. The nonrelativistic Hamiltonian commutes with both, so the two levels are $|\gamma,L{=}1,S{=}\tfrac12,JM\rangle$ with the same label $\gamma$, whatever mixture of $2s^22p$ and $2p^3$ it denotes. The calculation above used only the algebra of $L = 1$ and $S = 1/2$, so $4/3$ is unchanged by such mixing. A spin-orbit term of strength $\zeta$ admixes other states $|\gamma'L'S'\rangle$ with amplitudes of order $\zeta/\Delta$, where $\Delta$ is their distance in energy. Because $\mathbf S$ is diagonal in $\gamma$, $L$ and $S$, the cross terms of first order vanish and $4/3$ changes at order $(\zeta/\Delta)^2$. The factor $(1+2a)^2$ used only $[H,\mathbf J] = 0$ and the operator form $\mathbf L + g_s\mathbf S$, so with that operator it survives for any $\zeta$ at fixed wavefunctions; corrections to the operator itself are treated in (d).

The program tests these claims on three electrons in $s$ and $p$ shells with $H = e_pn_p + t(T+T^\dagger) + b\mathbf L^2 + d\mathbf S^2 + \zeta\sum\mathbf l\cdot\mathbf s$, where $T$ moves the $s^2$ pair into $\sum_{k=x,y,z}p_{k\uparrow}p_{k\downarrow}$. The round parameters are $e_p = 1$, $t = 0.3$, $b = 0.05$, $d = -0.1$ hartree. The $p^3$ weight is 0.040, and the strength at $\zeta = 10^{-4}$ hartree is $1.3333333\,\mu_B^2$. Its deficit from $4/3$ is $2.267\times10^{-5}$ at $\zeta = 0.02$ and $5.609\times10^{-6}$ at $\zeta = 0.01$, a ratio close to 4. At $\zeta = 0.5$ the strength has fallen to 1.3016, while an exaggerated $a = 0.1$ still multiplies it by $1.44 = 1.2^2$, which differs clearly from $1+4a$.

### (c) Leading-order lifetime

The frequency is $\omega = 2\pi c/\lambda = 0.10331826$ hartree. With $\alpha = 0.0072973526$,

$$A_0 = \frac{(0.0072973526)^5(0.10331826)^3}{9} = 2.5358\times10^{-15}\ \text{a.u.},\qquad \tau_0 = \frac{2.41888\times10^{-17}\ \text{s}}{2.5358\times10^{-15}} = 9.539\ \text{ms}.$$

The anomaly is $a = 0.0011596522$, close to the one-loop value $\alpha/2\pi = 0.0011614$. Then $1+4a = 1.0046386$ and $(1+2a)^2 = 1.0046440$, which differ by $4a^2 = 5.4\times10^{-6}$. The rate becomes $2.5358\times10^{-15}\times1.004644 = 2.5476\times10^{-15}$ a.u., or $105.32\ \text{s}^{-1}$, and $\tau = 9.495$ ms. The anomaly shortens the lifetime by 0.044 ms.

Since $\tau\propto\lambda^3$, $\delta\tau/\tau = 3\,\delta\lambda/\lambda = 0.0034$ for $\delta\lambda = 0.5$ nm. The lifetime runs from 9.463 ms at 440.5 nm to 9.527 ms at 441.5 nm. This spread is comparable to the anomaly effect, and it exceeds the effect of the difference between air and vacuum wavelengths, which is roughly $3\times10^{-4}$ of $\lambda$ and so changes $\tau$ by three times that fraction, about $10^{-3}$.

### (d) Dirac orbitals and the E2 channel

Take $\psi = r^{-1}(P\,\Omega_{\kappa m},\,iQ\,\Omega_{-\kappa m})$ with $\sigma_r = \boldsymbol\sigma\cdot\hat{\mathbf r}$, phases fixed by $\Omega_{-\kappa m} = -\sigma_r\Omega_{\kappa m}$, and $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa = -(1+\kappa)\Omega_\kappa$. The subscript $a$ marks $2p_{1/2}$ ($\kappa = 1$) and $b$ marks $2p_{3/2}$ ($\kappa = -2$). From $\sigma_r^2 = 1$, $\boldsymbol\sigma\cdot\mathbf p = \sigma_r(-i\partial_r + i\boldsymbol\sigma\cdot\mathbf L/r)$, so $\boldsymbol\sigma\cdot\mathbf p\,(P\Omega_\kappa/r) = (i/r)(P'+\kappa P/r)\Omega_{-\kappa}$. The lower and upper rows of the Dirac equation then give

$$P' + \frac{\kappa P}{r} = \frac{E-V+c^2}{c}Q,\qquad Q' - \frac{\kappa Q}{r} = -\frac{E-V-c^2}{c}P .$$

**Angular reduction.** The matrix $\boldsymbol\alpha$ links upper to lower components:

$$\langle a|c\,\mathbf r\times\boldsymbol\alpha|b\rangle = c\int r\,dr\left[-iP_aQ_b\langle\Omega_1|(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r|\Omega_{-2}\rangle + iQ_aP_b\langle\Omega_1|\sigma_r(\hat{\mathbf r}\times\boldsymbol\sigma)|\Omega_{-2}\rangle\right].$$

Along a unit vector $\mathbf n$, $\mathbf n\cdot(\hat{\mathbf r}\times\boldsymbol\sigma) = \boldsymbol\sigma\cdot(\mathbf n\times\hat{\mathbf r})$, and $(\mathbf n\times\hat{\mathbf r})\times\hat{\mathbf r} = \hat{\mathbf r}(\mathbf n\cdot\hat{\mathbf r}) - \mathbf n$. The product rule for Pauli matrices gives $(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r = i(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma) = -\sigma_r(\hat{\mathbf r}\times\boldsymbol\sigma)$. Therefore

$$\langle a|c\,\mathbf r\times\boldsymbol\alpha|b\rangle = R\,\langle\Omega_1|\boldsymbol\sigma - \hat{\mathbf r}\sigma_r|\Omega_{-2}\rangle,\qquad R = -c\int r\,(P_aQ_b+Q_aP_b)\,dr .$$

By the Wigner–Eckart theorem one component fixes the relation to $\langle\mathbf S\rangle$. Take the component $x-iy$ from $m = 3/2$ to $m = 1/2$. From (b), $\langle\sigma_x-i\sigma_y\rangle = 2\langle S_-\rangle = 2\sqrt{2/3}$. With $\Omega_{-1,1/2} = (Y_{00},0)$, $\Omega_{-2,3/2} = (Y_{11},0)$ and $Y_{11} = -\sqrt{3/8\pi}\sin\theta\,e^{i\phi}$,

$$\langle\Omega_1|\sigma_r\sin\theta\,e^{-i\phi}|\Omega_{-2}\rangle = -\langle Y_{00}|\sin\theta\,e^{-i\phi}|Y_{11}\rangle = \sqrt{\frac{3}{32\pi^2}}\;\frac{8\pi}{3} = \sqrt{\tfrac23}.$$

The difference is $\sqrt{2/3} = \langle S_-\rangle$, so the Dirac amplitude is $R\langle\mathbf S\rangle$. The Pauli term gives $a\,O\langle\Omega_1|\boldsymbol\sigma|\Omega_{-2}\rangle = 2aO\langle\mathbf S\rangle$ with $O = \int P_aP_b\,dr$. Its small-component part vanishes because $\boldsymbol\sigma$ cannot link $l = 0$ ($\Omega_{-1}$) to $l = 2$ ($\Omega_2$). Thus $A_{M1} = A_0(R+2aO)^2$.

In the nonrelativistic limit $P_a = P_b = P$, $O = 1$ and $Q_\kappa = (P'+\kappa P/r)/2c$, so $R = -\tfrac12\int[r(P^2)' - P^2]\,dr = -\tfrac12(-1-1) = 1$, which recovers $1+2a$.

**Coulomb orbitals.** Put $V = -Z/r$, $x = Zr$, $u = Z\alpha$, $\varepsilon = E/c^2$:

$$\frac{dP}{dx} + \frac{\kappa P}{x} = \left[\frac{1+\varepsilon}{u} + \frac ux\right]Q,\qquad \frac{dQ}{dx} - \frac{\kappa Q}{x} = \left[\frac{1-\varepsilon}{u} - \frac ux\right]P .$$

For $b$ try $P = x^\gamma e^{-\nu x}$, $Q = qP$. The $1/x$ terms give $\gamma-2 = uq$ and $(\gamma+2)q = -u$, so $\gamma_b^2 = 4-u^2$. The constant terms give $\nu = (1+\varepsilon)/(\gamma+2)$ and $\nu u^2/(\gamma+2) = 1-\varepsilon$. Eliminating $\nu$ with $u^2 = (2-\gamma)(2+\gamma)$ gives $(1+\varepsilon)(2-\gamma) = (1-\varepsilon)(2+\gamma)$, so $\varepsilon_b = \gamma_b/2$ and $\nu_b = 1/2$. To relative order $u^2$, $\gamma_b = 2-u^2/4$ and $q = -\tfrac u4(1+u^2/16)$.

For $a$ try $P = x^\gamma e^{-\nu x}(p_0+x)$, $Q = x^\gamma e^{-\nu x}(q_0+q_1x)$. The lowest power gives $(\gamma+1)p_0 = uq_0$ and $(\gamma-1)q_0 = -up_0$, so $\gamma_a^2 = 1-u^2$. The highest power gives $q_1 = -\nu u/(1+\varepsilon)$ and $\nu q_1 = -(1-\varepsilon)/u$, so $\nu^2u^2 = 1-\varepsilon^2$. The middle power gives

$$\gamma+2+\frac{\nu u^2}{1+\varepsilon} = \nu p_0 + \frac{1+\varepsilon}{u}q_0,\qquad u - \frac{\gamma\nu u}{1+\varepsilon} = \nu q_0 + \frac{1-\varepsilon}{u}p_0 .$$

Multiplying the first by $\nu u/(1+\varepsilon)$ makes the right sides equal. Equating the left sides and multiplying by $(1+\varepsilon)/u$ gives $(\gamma+2)\nu + (1-\varepsilon) = (1+\varepsilon) - \gamma\nu$, so $\nu = \varepsilon/(\gamma+1)$. Inserting this in $\nu^2u^2 = 1-\varepsilon^2$ with $u^2 = (1-\gamma)(1+\gamma)$ gives $\varepsilon_a^2 = (1+\gamma_a)/2$ and $\nu_a = 1/2\varepsilon_a$. Expanding, $\gamma_a = 1-u^2/2$, $\varepsilon_a = 1-u^2/8$, $\nu_a = \tfrac12(1+u^2/8)$, $q_1 = -\tfrac u4(1+3u^2/16)$. The first middle equation, with $p_0 = uq_0/(\gamma+1)$, reads $3-u^2/4 = (q_0/u)(2-u^2/8+u^2/4)$, so $q_0 = \tfrac{3u}2(1-7u^2/48)$ and $p_0 = 3u^2/4$.

With $s = \gamma_a+\gamma_b = 3-3u^2/4$ and $\eta = \nu_a+\nu_b = 1+u^2/16$, adding $(p_0+x)q$ and $q_0+q_1x$ gives

$$P_aQ_b+Q_aP_b = u\,x^se^{-\eta x}\left[\tfrac32 - \tfrac{13}{32}u^2 - \tfrac x2\left(1+\tfrac{u^2}8\right)\right].$$

Since $cr = x/u$, $R = I/\sqrt{N_aN_b}$ with $I = -u^{-1}\int x(P_aQ_b+Q_aP_b)\,dx$. Use $\int x^ne^{-\eta x}dx = \Gamma(n+1)/\eta^{n+1}$ and $\Gamma(5-\delta) = 24(1-\psi\delta)$, where $\psi = \Gamma'(5)/\Gamma(5)$:

$$I = \frac{\Gamma(s+2)}{\eta^{s+2}}\left[\frac{s+2}{2\eta}\left(1+\tfrac{u^2}8\right) - \tfrac32 + \tfrac{13}{32}u^2\right].$$

The first term in the bracket is $(\tfrac52-\tfrac38u^2)(1+\tfrac{u^2}{16}) = \tfrac52-\tfrac7{32}u^2$, so the bracket is $1+\tfrac3{16}u^2$. The prefactor is $24(1-\tfrac34\psi u^2-\tfrac5{16}u^2)$, and $I = 24[1-\tfrac34\psi u^2-\tfrac18u^2]$. The norms are

$$N_b = (1+q^2)\,\Gamma\!\left(5-\tfrac{u^2}2\right) = 24\left[1-\tfrac12\psi u^2+\tfrac{u^2}{16}\right],$$

$$N_a = 24\left[1-\psi u^2-\tfrac58u^2\right] + 2p_0\cdot3! + u^2\!\int x^2e^{-x}\left(\tfrac32-\tfrac x4\right)^2dx = 24\left[1-\psi u^2-\tfrac3{16}u^2\right],$$

because the last two terms are $9u^2$ and $u^2(\tfrac92-\tfrac92+\tfrac32)$, together $24\cdot\tfrac7{16}u^2$. Then $\sqrt{N_aN_b} = 24[1-\tfrac34\psi u^2-\tfrac1{16}u^2]$, the $\psi$ terms cancel, and

$$R = 1-\frac{(Z\alpha)^2}{16}.$$

The rate falls by the fraction $(Z\alpha)^2/8$. The numerator of $O$ is $\Gamma(s+2)/\eta^{s+2}+p_0\cdot3! = 24[1-\tfrac34\psi u^2-\tfrac5{16}u^2+\tfrac3{16}u^2]$, which equals $I$, so $O = R$ at this order. The program asserts the coefficient $1/16$ of $R$ on the exact orbitals, finding 0.062505 at $Z = 1$, and asserts $\tfrac43(R+2aO)^2$ against three-dimensional quadrature of the four-component spinors.

**E2 rate.** From $[H,r_j] = -ic\alpha_j$, the operator $X = (\boldsymbol\epsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf r)$ has $[H,X] = -ic[\dots]$, with the symmetric bracket of (a). Also $\langle f|[H,X]|i\rangle = -\omega X_{fi}$, so $c[\dots]_{fi} = -i\omega X_{fi}$ and $M = -\tfrac i2(-i\omega)X_{fi} = -(\omega^2/2c)\,\epsilon_i\hat k_jT_{ij}$. Here $T_{ij} = \langle r_ir_j-\delta_{ij}r^2/3\rangle$, and the trace may be removed because $\boldsymbol\epsilon\perp\mathbf k$. With $\sum_\epsilon\epsilon_i\epsilon_l = \delta_{il}-\hat k_i\hat k_l$ and the average $\overline{\hat k_i\hat k_j\hat k_l\hat k_m} = (\delta_{ij}\delta_{lm}+\delta_{il}\delta_{jm}+\delta_{im}\delta_{jl})/15$, the angular integral is $4\pi(\tfrac13-\tfrac2{15})\sum|T_{ij}|^2 = \tfrac{4\pi}5\sum|T_{ij}|^2$. The contraction of $\hat r_i\hat r_j-\delta_{ij}/3$ with the same tensor at $\hat{\mathbf r}'$ is $(\hat{\mathbf r}\cdot\hat{\mathbf r}')^2-\tfrac13 = \tfrac23P_2$, so the addition theorem gives $\sum|T_{ij}|^2 = \tfrac23\sum_q|\langle r^2C_{2q}\rangle|^2$ with $C_{2q} = \sqrt{4\pi/5}\,Y_{2q}$. Define $S_{E2} = \sum_{q,m_i,m_f}|\langle f|r^2C_{2q}|i\rangle|^2$, summed over all initial and final $m$. Averaging over the four initial states,

$$A_{E2} = \frac{\omega}{2\pi c^3}\,\frac{\omega^4}{4c^2}\,\frac{4\pi}5\,\frac23\,\frac{S_{E2}}4 = \frac{\alpha^5\omega^5S_{E2}}{60}.$$

Since $\sigma_r$ commutes with $C_{2q}$, $\langle\Omega_1|C_{2q}|\Omega_{-2}\rangle = \langle\Omega_{-1}|C_{2q}|\Omega_2\rangle$, so large and small components share one angular factor. The states $C_{2q}\Omega_{-1,m} = Y_{2q}\chi_m/\sqrt5$ run over an orthogonal basis of the $l = 2$ space with spin, and the sum of their squared projections on the four states $\Omega_{2m}$ is $4/5$. Hence $S_{E2} = \tfrac45[\int r^2(P_aP_b+Q_aQ_b)\,dr]^2$. The M1–E2 interference summed over all $m$ is an invariant tensor with three indices, symmetric in two; the only invariant tensor of rank three, $\epsilon_{kij}$, is antisymmetric, so the two rates add.

### (e) Corrected lifetime

Screening is modelled by one parameter: $Z_{\rm eff}$ is chosen so that $c^2(\varepsilon_b-\varepsilon_a) = \omega$. This gives $Z_{\rm eff} = 15.752$ and $u^2 = 0.013214$. The bare charge 18 would give a splitting of 0.1766 hartree. The exact integrals are $R = 0.999157$ and $O = 0.999161$. The series value $1-u^2/16 = 0.999174$ differs from $R$ by an amount of the neglected order $u^4$. The near equality of $R$ and $O$ leaves $(R+2aO)^2/R^2 = 1.004644$, the same as $(1+2a)^2$ to these digits at fixed orbitals, while $(R+2aO)^2 = 1.002951$. The last digit of both numbers is not fixed by this model, because the omitted terms of order $a(Z\alpha)^2\approx1.5\times10^{-5}$ listed below enter at that place.

The E2 radial integral is 0.12006 bohr², so $A_{E2} = \alpha^5\omega^5(0.8)(0.12006)^2/60 = 4.68\times10^{-20}$ a.u., which is $1.8\times10^{-5}$ of the M1 rate. As a test of the multipole expansion at $a = 0$, the rate from the unexpanded $e^{-i\mathbf k\cdot\mathbf r}$, $2.531576\times10^{-15}$ a.u., is asserted to equal $A_0R^2+A_{E2}$ within 1% of $A_{E2}$, for two photon directions. The total is

$$A = 2.53580\times10^{-15}\times1.002951+4.68\times10^{-20} = 2.54333\times10^{-15}\ \text{a.u.} = 105.14\ \text{s}^{-1},\qquad\tau = 9.51\ \text{ms}.$$

Orbitals with $Z = 18$ at the same $\omega$ give 9.516 ms against 9.511 ms, a difference smaller than the effect of rounding $\lambda$.

The result lies 0.9% below 9.6 ms, relative to that value. The anomaly moves the lifetime away from 9.6 ms, and the relativistic correction recovers about a third of that shift. Rounding of the inputs does not quite close this gap. For $\lambda = 441\pm0.5$ nm the corrected lifetime runs from 9.48 to 9.54 ms, just short of the range 9.55 to 9.65 ms that rounds to 9.6 ms, while the same calculation without $a$ gives 9.52 to 9.59 ms. The agreement is at the 1% level only; the gap is about twice $4a$, so this comparison does not confirm the anomaly factor. Several effects are omitted and not estimated numerically here, among them nuclear recoil and the change of the line strength at order $(\zeta/\Delta)^2$ found in (b). The electric part of the Pauli coupling, acting with the nuclear field, and other binding corrections to the anomaly are of relative order $a(Z\alpha)^2$. Relativistic two-electron terms are absent from a one-electron model. The true screened orbitals differ in shape from Coulomb ones, so the coefficient $1/16$ and the E2 radial integral belong to this model. Orbitals in a potential screened by a hydrogenic $1s^22s^2$ core raise that integral by 3 to 6%, and hence $A_{E2}$ by roughly 10%, and leave $\tau$ at 9.51 ms. The numerical check carries out the tests cited and prints the numbers used.

## Calculated quantities

```
alpha: 0.0072973526
anomaly a: 0.0011596522
alpha/(2 pi): 0.0011614097
1+4a: 1.0046386
(1+2a)^2: 1.004644
4a^2: 5.3791727e-06
atomic unit of time: 2.4188843e-17 s
input wavelength: 441 nm
omega: 0.10331826 hartree
line strength, a=0: 1.3333333 mu_B^2
line strength, with a: 1.3395253 mu_B^2
A_M1, a=0: 2.5358023e-15 a.u.
A_M1, a=0: 104.83355 1/s
tau, a=0: 9.5389312 ms
A_M1, with a: 2.5475785e-15 a.u.
A_M1, with a: 105.32039 1/s
tau, with a: 9.4948373 ms
shortening by a: 0.044093909 ms
tau with a, 440.5 nm: 9.4625785 ms
tau with a, 441.5 nm: 9.5271693 ms
3*0.5nm/lambda: 0.0034013605
model e_p: 1 hartree
model pair mixing: 0.3 hartree
model L^2 coefficient: 0.05 hartree
model S^2 coefficient: -0.1 hartree
model p3 weight: 0.039709181
model strength, zeta=1e-4: 1.3333333 mu_B^2
4/3 - strength, zeta=0.02: 2.2673302e-05 mu_B^2
4/3 - strength, zeta=0.01: 5.6094192e-06 mu_B^2
model strength, zeta=0.5: 1.3015565 mu_B^2
model ratio a=0.1, zeta=0.5: 1.44
Dirac ratio a=0.1, Z=1: 1.44
(1-R)/(Z alpha)^2, Z=1: 0.062505153
Z_eff: 15.752455
(Z_eff alpha)^2: 0.013213783
R(Z_eff): 0.99915711
1-(Z_eff alpha)^2/16: 0.99917414
O(Z_eff): 0.99916122
(R+2aO)^2: 1.0029511
(R+2aO)^2/R^2: 1.004644
E2 radial integral: 0.12005937 bohr^2
E2 angular factor: 0.8
A_E2: 4.6821241e-20 a.u.
A_E2/A_M1: 1.8378724e-05
plane-wave rate, a=0: 2.531576e-15 a.u.
Dirac M1 + E2, a=0: 2.5315761e-15 a.u.
final rate: 2.5433325e-15 a.u.
final rate: 105.14486 1/s
final tau: 9.5106884 ms
bare Z=18 splitting: 0.17659663 hartree
R(18): 0.99889257
tau with Z=18 orbitals, M1: 9.5159018 ms
final tau / 9.6 ms - 1: -0.0093032909
```
